# Why Impurities That Accumulate on Terraces Bunch Growing Steps: a numerical check

```python
# Result under test: impurities that accumulate during the exposure time of a
# terrace make a train of growing steps bunch.
# Symbols: T_n(x) passage time of step n at x; step n follows step n-1;
# exposure tau_n = T_n - T_(n-1); slowness dT_n/dx = 1/v_clean + beta*tau_n;
# a = -dln(v)/dln(tau), g = dln(v)/dln(w), w = width of the terrace ahead;
# perturbations vary as exp(i*phi*n + s*t/tau_mean). Units: nm and s.
import numpy as np
from scipy.optimize import brentq
from scipy.special import lambertw

rng = np.random.default_rng(12345)
v_clean = 10.0            # nm/s
tau_mean = 10.0           # s
step_length = 1000.0      # nm
landing_rate = 1.0e-4     # impurities per nm^2 per s
delay_each = 0.02         # s added to the step by one impurity
late = 1.0                # s
beta = landing_rate * step_length * delay_each
slow_mean = 1 / v_clean + beta * tau_mean
v_mean = 1 / slow_mean
w_mean = v_mean * tau_mean
a_train = beta * w_mean


def slowness(exposure):
    return 1 / v_clean + beta * exposure


def advance(times, dx, count, exposure_matters=True):
    """March passage times in x; element 0 is an unperturbed leading step."""
    times = times.copy()
    for _ in range(count):
        rate = np.full(times.size, slow_mean)
        if exposure_matters:
            rate[1:] = slowness(np.diff(times))
        times = np.maximum.accumulate(times + dx * rate)  # no overtaking
    return times


print("INPUT AND UNIFORM TRAIN")
print(f"clean step speed = {v_clean:.1f} nm/s")
print(f"mean emission interval = {tau_mean:.1f} s")
print(f"step length = {step_length:.0f} nm")
print(f"impurity landing rate = {landing_rate:.1e} nm^-2 s^-1")
print(f"delay per impurity = {delay_each:.3f} s")
print(f"beta = {beta:.4f} nm^-1, 1/beta = {1/beta:.0f} nm")
print(f"impurity density met = {landing_rate*tau_mean:.1e} nm^-2")
print(f"train speed = {v_mean:.3f} nm/s, terrace width = {w_mean:.2f} nm")
print(f"a = {a_train:.4f}")

# Uniform trains: find the self-consistent speed at a given width.
for factor in (1.0, 1.2):
    width = factor * w_mean
    speed = brentq(lambda v: v - 1 / slowness(width / v), 0.1, v_clean)
    assert abs(speed - v_clean * (1 - beta * width)) < 1e-8
    print(f"uniform train: width {width:.1f} nm, speed {speed:.3f} nm/s")

# Individual impurities land at random during the actual local exposure.
samples, columns = 1000, 250
start = np.array([0.0, tau_mean + late, 2 * tau_mean, 3 * tau_mean])
mc = np.tile(start, (samples, 1))
smallest_exposure = tau_mean
for _ in range(columns):                      # columns 1 nm wide
    exposure = np.diff(mc, axis=1)
    smallest_exposure = min(smallest_exposure, exposure.min())
    hits = rng.poisson(landing_rate * step_length * exposure)
    mc[:, 1:] += 1 / v_clean + delay_each * hits
    mc[:, 0] += slow_mean
assert smallest_exposure > 0
uniform = np.arange(4) * tau_mean + columns * slow_mean
shift = mc.mean(axis=0) - uniform
error = mc.std(axis=0) / np.sqrt(samples)
z = beta * columns
predicted = late * np.exp(z) * np.array([1.0, -z, z**2 / 2])
assert np.all(np.abs(shift[1:] - predicted) < 0.08)
print("RANDOM IMPURITIES: MEAN TIME SHIFTS AT 250 nm")
for name, m in (("late step", 1), ("follower", 2), ("next step", 3)):
    print(f"{name}: simulated {shift[m]:.3f} +- {error[m]:.3f} s, "
          f"formula {predicted[m-1]:.3f} s")

# Deterministic march of one late step and its followers.
print(f"ONE STEP LATE BY {late:.1f} s: EXPOSURES (s), SPEEDS (nm/s)")
print("order: late step, follower, next step")
times = start.copy()
for position in (0, 250, 500):
    if position:
        times = advance(times, 0.1, 2500)
    exposure = np.diff(times)
    z = beta * position
    shifts = late * np.exp(z) * np.array([1.0, -z, z**2 / 2])
    formula = tau_mean + np.diff(np.concatenate(([0.0], shifts)))
    assert np.allclose(exposure, formula, atol=0.01)
    speeds = 1 / slowness(exposure)
    print(f"x = {position} nm: exposures " +
          ", ".join(f"{q:.2f}" for q in exposure) + "; speeds " +
          ", ".join(f"{q:.2f}" for q in speeds))
z_meet = brentq(lambda q: np.exp(q) * (1 + q) - tau_mean / late, 0, 5)
position = 500.0
while times[2] > times[1] and position < 2000:
    times = advance(times, 0.1, 1)
    position += 0.1
assert abs(position - z_meet / beta) < 1.0
print(f"meeting distance: march {position:.1f} nm, "
      f"formula {z_meet/beta:.1f} nm")
blind = advance(start, 0.1, 10000, exposure_matters=False)
assert np.allclose(np.diff(blind), np.diff(start), atol=1e-7)
print(f"control at 1000 nm, same slowing for all: follower exposure "
      f"{blind[2]-blind[1]:.2f} s")


def dominant_rate(a, g, phi):
    c = a - g * (1 - np.exp(-1j * phi))
    z = -a * np.exp(-1j * phi - c)
    roots = [c + lambertw(z, k) for k in range(-3, 4)]
    return max(roots, key=lambda root: root.real)


def ring_rates(g, ring=8, per_tau=200):
    """Growth rates from positions in time with stored trajectories."""
    dt = tau_mean / per_tau
    first, total = 2 * per_tau, 16 * per_tau + 1
    t = (np.arange(total) - first) * dt
    n = np.arange(ring)
    base = v_mean * t[:, None] - n * w_mean
    x = base.copy()
    x[first] += 1e-7 * w_mean * rng.normal(size=ring)
    for i in range(first, total - 1):
        lo = i - 3 * per_tau // 2
        for k in range(ring):
            ahead = x[lo:i + 1, k - 1] + (ring * w_mean if k == 0 else 0)
            exposure = t[i] - np.interp(x[i, k], ahead, t[lo:i + 1])
            width = ahead[-1] - x[i, k]
            speed = (width / w_mean)**g / slowness(exposure)
            x[i + 1, k] = x[i, k] + dt * speed
    deviation = x - base
    rates = []
    for m in range(1, ring // 2 + 1):
        wave = np.exp(-2j * np.pi * m * n / ring)
        begin = deviation[first + 10 * per_tau] @ wave
        end = deviation[first + 14 * per_tau] @ wave
        rates.append(np.log(end / begin) / 4)
    return np.array(rates)


print("GROWTH RATES Re s (per mean emission interval)")
for g in (0.0, 0.3):
    measured = ring_rates(g)
    for m, value in enumerate(measured, 1):
        phi = 2 * np.pi * m / 8
        theory = dominant_rate(a_train, g, phi)
        assert abs(value - theory) < 2e-3
        assert np.sign(value.real) == np.sign(a_train - g)
        if m in (1, 4):
            instant = (a_train - g) / (1 - a_train) * (1 - np.exp(-1j * phi))
            print(f"g = {g:.1f}, phi = {phi/np.pi:.2f} pi: simulated "
                  f"{value.real:.4f}, delay formula {theory.real:.4f}, "
                  f"no delay {instant.real:.4f}")
fastest = dominant_rate(a_train, 0.0, np.pi).real
print(f"pairing e-folding time, g = 0: {tau_mean/fastest:.1f} s")

# The sign of the growth rate must follow a - g at every wavenumber.
tested = 0
for _ in range(2000):
    a, g = rng.uniform(0.02, 0.98, 2)
    phi = rng.uniform(0.1, np.pi)
    if abs(a - g) > 0.01:
        root = dominant_rate(a, g, phi)
        residual = (root - g * (np.exp(-1j * phi) - 1)
                    - a * (1 - np.exp(-1j * phi - root)))
        assert abs(residual) < 1e-9
        assert np.sign(root.real) == np.sign(a - g)
        tested += 1
print(f"criterion a > g: random cases confirmed = {tested}")
for a, g in ((a_train, 0.0), (0.4, 0.2), (0.2, 0.4)):
    phi = 0.01
    coefficient = (a * (1 - g)**2 / (1 - a)**2 - g) / (2 * (1 - a))
    numerical = dominant_rate(a, g, phi).real / phi**2
    assert abs(numerical - coefficient) < 2e-3 * abs(coefficient)
    print(f"long-wave Re s/phi^2, a = {a:.3f}, g = {g:.1f}: "
          f"root {numerical:.4f}, formula {coefficient:.4f}")

# Random emission: every step is followed, including those inside bunches.
number = 20000
initial = np.concatenate(([0.0], np.cumsum(
    rng.exponential(tau_mean, number))))
times = initial.copy()
print(f"RANDOM EMISSION OF {number} STEPS")
for position in (500, 1000):
    times = advance(times, 0.5, 1000)
    intervals = np.diff(times)
    intervals = intervals[intervals > 0]
    bunches = intervals.size
    expected = number * np.exp(-beta * position)
    spread = intervals.std() / intervals.mean()
    assert abs(bunches / expected - 1) < 0.04
    assert abs(spread - 1) < 0.08             # exponential distribution
    print(f"x = {position} nm: bunches {bunches}, formula {expected:.0f}, "
          f"mean size {number/bunches:.2f}, interval std/mean {spread:.3f}")
blind = advance(initial, 0.5, 2000, exposure_matters=False)
blind_count = np.count_nonzero(np.diff(blind) > 0)
assert blind_count == number
print(f"control at 1000 nm, same slowing for all: separate steps "
      f"{blind_count}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUT AND UNIFORM TRAIN
clean step speed = 10.0 nm/s
mean emission interval = 10.0 s
step length = 1000 nm
impurity landing rate = 1.0e-04 nm^-2 s^-1
delay per impurity = 0.020 s
beta = 0.0020 nm^-1, 1/beta = 500 nm
impurity density met = 1.0e-03 nm^-2
train speed = 8.333 nm/s, terrace width = 83.33 nm
a = 0.1667
uniform train: width 83.3 nm, speed 8.333 nm/s
uniform train: width 100.0 nm, speed 8.000 nm/s
RANDOM IMPURITIES: MEAN TIME SHIFTS AT 250 nm
late step: simulated 1.665 +- 0.014 s, formula 1.649 s
follower: simulated -0.826 +- 0.012 s, formula -0.824 s
next step: simulated 0.200 +- 0.014 s, formula 0.206 s
ONE STEP LATE BY 1.0 s: EXPOSURES (s), SPEEDS (nm/s)
order: late step, follower, next step
x = 0 nm: exposures 11.00, 9.00, 10.00; speeds 8.20, 8.47, 8.33
x = 250 nm: exposures 11.65, 7.53, 11.03; speeds 8.11, 8.69, 8.19
x = 500 nm: exposures 12.72, 4.56, 14.08; speeds 7.97, 9.16, 7.80
meeting distance: march 709.7 nm, formula 709.6 nm
control at 1000 nm, same slowing for all: follower exposure 9.00 s
GROWTH RATES Re s (per mean emission interval)
g = 0.0, phi = 0.25 pi: simulated 0.0711, delay formula 0.0711, no delay 0.0586
g = 0.0, phi = 1.00 pi: simulated 0.2910, delay formula 0.2912, no delay 0.4000
g = 0.3, phi = 0.25 pi: simulated -0.0580, delay formula -0.0580, no delay -0.0469
g = 0.3, phi = 1.00 pi: simulated -0.2248, delay formula -0.2247, no delay -0.3200
pairing e-folding time, g = 0: 34.3 s
criterion a > g: random cases confirmed = 1959
long-wave Re s/phi^2, a = 0.167, g = 0.0: root 0.1440, formula 0.1440
long-wave Re s/phi^2, a = 0.400, g = 0.2: root 0.4258, formula 0.4259
long-wave Re s/phi^2, a = 0.200, g = 0.4: root -0.1797, formula -0.1797
RANDOM EMISSION OF 20000 STEPS
x = 500 nm: bunches 7380, formula 7358, mean size 2.71, interval std/mean 1.017
x = 1000 nm: bunches 2675, formula 2707, mean size 7.48, interval std/mean 1.015
control at 1000 nm, same slowing for all: separate steps 20000
ALL CHECKS PASSED
```
